# Free-Carrier Absorption in a Parabolic Band with Acoustic Phonons

**Q.** A conduction electron is charged and light pushes it about. Why should it not absorb a photon by itself?

**A.** Take one isotropic parabolic band, $E_k=k^2/(2m)$, in Hartree atomic units, with $m$ the effective mass. First let the light field be uniform in space. The electron has charge $-1$, and I absorb the factor $1/c$ into the vector potential, so that the electric field is $\mathbf F=-d\mathbf A/dt$. Then

$$H(t)=\frac{[\mathbf k+\mathbf A(t)]^2}{2m}.$$

This commutes with $\mathbf k$ at every time. A state of wavevector $\mathbf k$ acquires a phase and nothing else, however strong the field. Its velocity $(\mathbf k+\mathbf A)/m$ oscillates, so energy is borrowed during the pulse. Once $\mathbf A$ has returned to zero, the energy is again $k^2/(2m)$, and nothing has been absorbed.

**Q.** That shows that the momentum is conserved. How do I know that momentum is what is missing, and not something else?

**A.** Give the electron an object that can take up momentum. A one-dimensional wavepacket was propagated through a light pulse three times. With light alone, its energy changed by about $10^{-15}$ of a photon energy, which is rounding error. With a static potential barrier and no light, the change was $2\times10^{-9}$. With both, the electron gained 0.050 photon energies on average. The barrier is static and supplies no energy. It supplies momentum, and the light supplies the energy.

**Q.** A real photon does carry momentum, though. Your uniform field has thrown it away.

**A.** Then keep it. In a medium of refractive index $n$ the photon has energy $\omega$ and wavevector $\boldsymbol\kappa$ with $\kappa=n\omega/c$. Absorption by the electron alone requires

$$\frac{(\mathbf k+\boldsymbol\kappa)^2-k^2}{2m}=\frac{\mathbf k\cdot\boldsymbol\kappa}{m}+\frac{\kappa^2}{2m}=\omega .$$

Divide by $\kappa$, use $\omega/\kappa=c/n$, and call $v_\parallel$ the component of $\mathbf k/m$ along the light:

$$v_\parallel=\frac cn-\frac{\kappa}{2m}.$$

The electron would have to move almost as fast as light in the medium. For $m=0.3$, $n=3.5$ and a wavelength of 1.55 µm, this is 39.15 atomic units, while the thermal rms speed at 300 K is 0.0975, some 400 times less. The required wavevector is 11.75 bohr$^{-1}$. To hold it inside the first Brillouin zone, a crystal would need a lattice period below $\pi/11.75\approx0.27$ bohr, far shorter than any interatomic distance. So the prohibition is strict for a uniform field. With photon momentum included, it holds for every electron slower than the bound above, which covers the whole region where a band can be parabolic.

**Q.** So a phonon must help. In which order do the two events happen?

**A.** In both orders, and the amplitudes must be added before squaring. Let the field be $\mathbf F_0\cos\omega t$, so $\mathbf A=-(\mathbf F_0/\omega)\sin\omega t$. The term $A^2/(2m)$ is the same for all $\mathbf k$ and gives only a common phase. In $\mathbf k\cdot\mathbf A/m$, the part proportional to $e^{-i\omega t}$ absorbs a photon. Its matrix element is diagonal in $\mathbf k$:

$$L_{\mathbf k}=-\,\frac{i\,\mathbf F_0\cdot\mathbf k}{2m\omega}.$$

Let the phonon coupling $V_q$ take $\mathbf k$ to $\mathbf k'=\mathbf k+\mathbf q$. The phonon energy is $\Omega=c_sq$, with $c_s$ the sound speed. Put $s=+1$ if a phonon is absorbed and $s=-1$ if one is emitted, so that $E'=E+\omega+s\Omega$. The photon momentum is now dropped, since $\kappa\ll q$.

Second-order perturbation theory divides each path by the initial energy minus the intermediate energy.

- Photon first: the electron is still at $\mathbf k$ and the photon is gone. The difference is $(E+\omega)-E=\omega$.
- Phonon first: the electron is at $\mathbf k'$ and the photon is still there. The difference is $(E+\omega)-(E'+\omega-s\Omega)=-\omega$.

The phonon energy has dropped out of both. The sum is

$$M=\frac{V_q(L_{\mathbf k}-L_{\mathbf k'})}{\omega}=\frac{i\,V_q\,\mathbf F_0\cdot\mathbf q}{2m\omega^2},\qquad |M|=|V_q|\,\frac{|\mathbf F_0\cdot\mathbf q|}{2m\omega^2}.$$

The electron's own wavevector has cancelled and the momentum transfer remains. For $\mathbf q=0$ there is no absorption, in agreement with the first result.

**Q.** Such a cancellation hangs on one sign. Has it been checked without perturbation theory?

**A.** Two momentum states with a weak static coupling were evolved in time under the oscillating field. At resonance the transfer probability should be $\sin^2(|M|t)$. The field was the same in two runs, and each run lasted until the formula gave $|M|t\approx0.5$. For forward scattering, $q=+0.0919$ bohr$^{-1}$, the evolution gave 0.2296 and the formula 0.2298. For backward scattering from the same initial $k$, $q=-0.1919$ bohr$^{-1}$, they were 0.2292 and 0.2297. The two probabilities are nearly equal only because the durations differ: 3183 light cycles forward and 1524 backward, in the inverse ratio of $|q|$. The photon-first path alone would have given the same amplitude in both cases, because it depends on $k=0.05$ bohr$^{-1}$ and not on $q$, and hence probabilities of 0.072 and 0.017 for these two durations.

**Q.** Now the phonons. What is $|V_q|^2$?

**A.** I assume that a local compression shifts the band edge by $\Xi\,\nabla\cdot\mathbf u$, where $\mathbf u$ is the lattice displacement and $\Xi$ the deformation potential, without screening. In a crystal of volume $\mathcal V$ and mass density $\rho$, a longitudinal mode has the quantum amplitude $1/\sqrt{2\rho\mathcal V\Omega}$, and the divergence supplies a factor $q$. With the elastic constant $c_l=\rho c_s^2$,

$$|V_q|^2=\frac{\Xi^2q^2}{2\rho\mathcal V\Omega}\,n_s=\frac{\Xi^2c_s\,q}{2c_l\mathcal V}\,n_s,\qquad n_+=N_q,\quad n_-=N_q+1,$$

where $N_q=1/(e^{\Omega/T}-1)$ and $T$ stands for $kT$. If $\Omega\ll T$, both $n_s$ are close to $T/(c_sq)$, and the factor $q$ cancels. Phonon absorption and emission together then give

$$|V|^2=\frac{\Xi^2T}{c_l\mathcal V},$$

which does not depend on $q$. This condition on the phonons, $\Omega\ll T$, is separate from the condition $\omega\gg T$ that the wavelength law will need below. I shall come back to it.

**Q.** Go on to the transition rate, with every factor.

**A.** With $\Omega\ll T$ and $\Omega\ll\omega$, I neglect the phonon energy in $E'=E+\omega$. The golden rule for an electron of energy $E$ reads

$$W(E)=2\pi\sum_{\mathbf k'}\frac{\Xi^2T}{c_l\mathcal V}\,\frac{(\mathbf F_0\cdot\mathbf q)^2}{4m^2\omega^4}\,\delta(E'-E-\omega).$$

Because $|V|^2$ is constant, the phonons favour no direction of $\mathbf k'$, and only the light factor $(\mathbf F_0\cdot\mathbf q)^2$ depends on direction. I average this factor over the directions of $\mathbf k'$ and, since the gas is isotropic, over those of the initial $\mathbf k$ as well. The cross term in $[\mathbf F_0\cdot(\mathbf k'-\mathbf k)]^2$ averages to zero, and the squares each give one third:

$$\langle(\mathbf F_0\cdot\mathbf q)^2\rangle=\frac{F_0^2}{3}(k'^2+k^2)=\frac{2mF_0^2}{3}(2E+\omega).$$

Scattering keeps the spin, so the density of final states per volume is that of one spin,

$$g(E')=\frac{k'^2}{2\pi^2}\frac{dk'}{dE'}=\frac{mk'}{2\pi^2}=\frac{m\sqrt{2m(E+\omega)}}{2\pi^2}.$$

Multiplying the pieces,

$$W(E)=2\pi\,\frac{\Xi^2T}{c_l}\,\frac{2mF_0^2(2E+\omega)}{12m^2\omega^4}\,\frac{m\sqrt{2m(E+\omega)}}{2\pi^2}
=\frac{\Xi^2TF_0^2\sqrt{2m}}{6\pi c_l\,\omega^4}\,(2E+\omega)\sqrt{E+\omega}.$$

**Q.** An electron can also be stimulated to emit. Does that not spoil the count?

**A.** It must be subtracted. For a nondegenerate gas the upper state, higher by $\omega$, is occupied less by the factor $e^{-\omega/T}$, and the squared matrix element is the same in both directions. The net rate is therefore the absorption rate times $1-e^{-\omega/T}$.

The absorption coefficient $\alpha$ is the power absorbed per volume divided by the intensity, which in these units is $ncF_0^2/(8\pi)$. With $N$ electrons per volume,

$$\alpha=\frac{8\pi\omega N}{ncF_0^2}\,(1-e^{-\omega/T})\langle W\rangle
=\frac{4\sqrt{2m}\,N\Xi^2T}{3\,n\,c\,c_l\,\omega^3}\,(1-e^{-\omega/T})\,\big\langle(2E+\omega)\sqrt{E+\omega}\big\rangle,$$

where the brackets denote the Maxwell average over the initial energy.

**Q.** And where is the power of the wavelength?

**A.** For $\omega\gg T$ the initial energy, of order $T$, is negligible beside $\omega$. The bracket becomes $\omega^{3/2}$ and stimulated emission vanishes:

$$\alpha_\infty=\frac{4\sqrt{2m}\,N\Xi^2T}{3\,n\,c\,c_l\,\omega^{3/2}}
=\frac{4\sqrt{2m}\,N\Xi^2T}{3\,n\,c\,c_l}\left(\frac{\lambda}{2\pi c}\right)^{3/2}.$$

At constant refractive index this is $\alpha\propto\lambda^{3/2}$. The powers of $\omega$ can be followed one by one: $\omega$ from the energy per photon, $\omega^{-4}$ from the squared amplitude, $\omega$ from $q^2\approx2m\omega$, and $\omega^{1/2}$ from the final states. They add to $-3/2$.

**Q.** How large must $\omega/T$ be for this law?

**A.** Expand the bracket to first order in $E/\omega$:

$$(2E+\omega)\sqrt{E+\omega}=\omega^{3/2}\Big(1+\frac{2E}{\omega}\Big)\Big(1+\frac{E}{2\omega}+\dots\Big)=\omega^{3/2}\Big(1+\frac{5E}{2\omega}+\dots\Big).$$

With $\langle E\rangle=3T/2$ this gives

$$\alpha\approx\alpha_\infty\Big(1+\frac{15T}{4\omega}\Big),\qquad
p\equiv\frac{d\ln\alpha}{d\ln\lambda}\approx\frac32+\frac{15T}{4\omega}.$$

The coefficient 15/4 makes the approach slow. Even at $\omega=30T$ the local exponent $p$ is still about 1.6.

**Q.** Can the average be done without expanding?

**A.** Yes. Put $z=\omega/(2T)$ and $E=\tfrac{\omega}{2}(\cosh t-1)$. Then $\sqrt{E(E+\omega)}=\tfrac\omega2\sinh t$, $2E+\omega=\omega\cosh t$ and $dE=\tfrac\omega2\sinh t\,dt$. With the Maxwell weight $2\sqrt E\,e^{-E/T}/(\sqrt\pi\,T^{3/2})$,

$$\big\langle(2E+\omega)\sqrt{E+\omega}\big\rangle=\frac{2}{\sqrt\pi\,T^{3/2}}\,\frac{\omega^3e^z}{4}\int_0^\infty\sinh^2t\,\cosh t\;e^{-z\cosh t}\,dt .$$

Integrate by parts, using $\sinh t\,e^{-z\cosh t}=-\tfrac1z\tfrac{d}{dt}e^{-z\cosh t}$. The boundary terms vanish, and the derivative of $\sinh t\cosh t$ is $\cosh2t$:

$$\int_0^\infty\sinh^2t\,\cosh t\;e^{-z\cosh t}dt=\frac1z\int_0^\infty\cosh 2t\;e^{-z\cosh t}dt=\frac{K_2(z)}{z},$$

where $K_2$ is the modified Bessel function. Dividing the average by $\omega^{3/2}$ and using $(\omega/T)^{3/2}=(2z)^{3/2}$ leaves $\sqrt{2z/\pi}\,e^zK_2(z)$. Since $e^z(1-e^{-2z})=2\sinh z$,

$$\alpha=\alpha_\infty\sqrt{\frac{2z}{\pi}}\;2\sinh z\;K_2(z).$$

**Q.** Then test it where I know the answer. At low frequency I expect the Drude law, $\lambda^2$.

**A.** For small $z$, $K_2\approx2/z^2$ and $2\sinh z\approx2z$, so the factor multiplying $\alpha_\infty$ is $4\sqrt{2/(\pi z)}=8\sqrt{T/(\pi\omega)}$. Hence

$$\alpha\to\frac{32\sqrt{2m}\,N\Xi^2T^{3/2}}{3\sqrt\pi\,n\,c\,c_l\,\omega^2}.$$

Boltzmann transport for $\omega\tau\gg1$ gives $\alpha=4\pi N\Gamma/(ncm\omega^2)$ with $\Gamma=\langle E/\tau\rangle/\langle E\rangle$. Here $1/\tau=2\pi\Xi^2Tg(E)/c_l=\Xi^2Tm\sqrt{2mE}/(\pi c_l)$. With $\langle E^{3/2}\rangle=4T^{3/2}/\sqrt\pi$,

$$\Gamma=\frac{\Xi^2Tm\sqrt{2m}}{\pi c_l}\,\frac{4T^{3/2}/\sqrt\pi}{3T/2}=\frac{8\,\Xi^2m\sqrt{2m}\,T^{3/2}}{3\pi^{3/2}c_l},$$

and inserting it reproduces the limit above, factor for factor. The derivation of this limit assumes $\Gamma\ll\omega\ll T$. The lower bound is there because the perturbative treatment fails once $\omega$ falls to $\Gamma$. The upper one is mild: the exponent remains close to 2 up to a few times $T$. The refractive index must also stay constant, which requires $\omega$ to lie well above $\sqrt{4\pi N/m}/n$, where the electrons' own contribution to the index is small.

Compared with Drude, the high-frequency law has an extra $\omega^{1/2}$. It comes from the final states: the photon lifts the electron to an energy where their density grows as $\omega^{1/2}$. The two other changes cancel in the power count. At high frequency $q^2$ grows as $\omega$ instead of staying near its thermal value, while the factor $1-e^{-\omega/T}$ is 1 instead of $\omega/T$.

**Q.** You owe me the second condition, the one on the phonons.

**A.** At large $\omega$ the phonon must supply $q\approx\sqrt{2m\omega}$, so its energy grows with the photon energy. Requiring $c_sq\ll T$ gives the window

$$T\ll\omega\ll\frac{T^2}{2mc_s^2}.$$

To see what happens at its upper edge, take a slow initial electron, $k\approx0$, so that $q=k'$ and $k'^2/(2m)=\omega+sc_sk'$. The golden rule with the phonon energy kept gives for each branch

$$\alpha_s\propto\omega^{-3}\,n_s\,\frac{k'^4}{1-s\,mc_s/k'} .$$

Here $k'^3$ comes from $q\cdot q^2$ in the coupling and the light amplitude, and the rest from the final states. Define $\varepsilon=c_s\sqrt{2m/\omega}$, which is the ratio of phonon to photon energy.

If the phonons are frozen out, $T\ll c_sq$, only emission remains, with $n_-=1$. To first order $k'^4=(2m\omega)^2(1-2\varepsilon)$, and the denominator contributes $1-\varepsilon/2$. So

$$\alpha\propto\omega^{-1}\big(1-\tfrac52\varepsilon\big),\qquad p\approx1-\tfrac54\varepsilon .$$

The law is then $\lambda^1$, not $\lambda^{3/2}$, although $\omega\gg T$ is satisfied better than ever.

If the phonons are warm, let $x=c_s\sqrt{2m\omega}/T$. For an electron initially at rest, expanding $n_s$ for small $x$ and adding the branches multiplies $\alpha_\infty$ by $1+x^2/12-\tfrac54\varepsilon x$, without the much smaller $\varepsilon^2$. Thermal motion matters at the same order, because $\varepsilon x=x^2T/\omega$. It raises the weighted mean of $q^2$ by the factor $1+5T/\omega$, which adds $\tfrac5{12}\varepsilon x$, so for the thermal gas the closed formula is multiplied by $1+x^2/12-\tfrac56\varepsilon x$. The product $\varepsilon x=2mc_s^2/T$ does not depend on $\omega$, whereas $x^2\propto\omega$. Phonon quantization therefore lowers the exponent by about $x^2/12$.

**Q.** Put in numbers.

**A.** Take a model semiconductor with round parameters: $m=0.3$, $\Xi=0.3$ hartree, $c_l=0.005$ hartree/bohr$^3$, $c_s=0.004$, $n=3.5$, and $10^{17}$ electrons per cm$^3$, or $1.482\times10^{-8}$ bohr$^{-3}$. At 300 K, $T=9.50\times10^{-4}$ hartree. The density is 0.024 of the effective density of states, so Maxwell statistics are justified. At 1.55 µm, $\omega=0.0294$ hartree and $\omega^{3/2}=5.04\times10^{-3}$, so

$$\alpha_\infty=\frac{4(0.775)(1.482\times10^{-8})(0.09)(9.50\times10^{-4})}{3(3.5)(137.0)(0.005)(5.04\times10^{-3})}\approx1.08\times10^{-10}\ \text{bohr}^{-1},$$

which is 0.0205 cm$^{-1}$. The table compares this asymptotic law with the closed formula and with an integration that keeps the phonon energies and Planck occupations. Absorption is in cm$^{-1}$, and $p$ belongs to the last absorption column.

| $\lambda$ (µm) | $\omega/T$ | $\alpha_\infty$ | closed | full | $p$ |
|---|---|---|---|---|---|
| 1.55 | 30.9 | 0.0205 | 0.0230 | 0.0234 | 1.59 |
| 3 | 16.0 | 0.0551 | 0.0687 | 0.0691 | 1.69 |
| 6 | 8.0 | 0.156 | 0.236 | 0.236 | 1.86 |
| 12 | 4.0 | 0.441 | 0.916 | 0.912 | 2.03 |

At 1.55 µm the closed formula lies 12.5 % above $\alpha_\infty$, and the first correction, $15/(4\times30.9)=0.121$, accounts for nearly all of it. The closed formula has $p=1.614$ there and the full integration 1.589. The difference of 0.025 agrees with $x^2/12=0.559^2/12=0.026$.

**Q.** Your exponent at 12 µm is above 2. I thought it ran from 3/2 to 2.

**A.** It overshoots. For small $z$, $K_2=2/z^2-1/2+\dots$ and $\sinh z=z(1+z^2/6+\dots)$, so

$$\sinh z\,K_2(z)=\frac2z\Big(1+\frac{z^2}{6}-\frac{z^2}{4}+\dots\Big)=\frac2z\Big(1-\frac{z^2}{12}+\dots\Big).$$

Hence $\alpha\propto\omega^{-2}(1-z^2/12)$ and $p\approx2+z^2/6$. Starting from the Drude limit, the exponent first rises above 2 and later falls towards 3/2. At 12 µm, $z=2$ is too large for this expansion to give the value, but the closed formula itself yields 2.03.

**Q.** So 3/2 itself never appears in your table. Is it seen anywhere?

**A.** At 300 K the local exponent of this model passes through 3/2 near 0.70 µm and keeps falling at shorter wavelengths. That crossing is formal for a material such as silicon or gallium arsenide, because the photon energy of 1.76 eV exceeds the gap and absorption across the gap takes over. The limit 1 would be approached only at tens of eV, where no band is parabolic. On the way down from 2 towards 1 the fall of the exponent slows near the crossing at 3/2 and then steepens again, but it forms no plateau: it still falls by about 0.07 when the wavelength is halved, since the upper scale $T^2/(2mc_s^2)$ is 0.094 hartree, only about 100 times $T$. With the sound speed reduced to $10^{-5}$, the full integration at $\omega=200T$ gives $p=1.5186$, against $3/2+15/800=1.5188$. In the opposite regime, at 3 K and 1.55 µm with the original sound speed, it gives 0.979. Maxwell statistics at 3 K require a much lower electron density than the one above, but the density cancels in $p$. The frozen-phonon formula, with $\varepsilon=0.004\times0.1328/0.0294=0.018$, predicts 0.977. Both regimes are among the checks in the numerical output.

**Q.** May I use these absorption values for a waveguide?

**A.** Not as a total loss. They contain acoustic phonons alone, in one isotropic band assumed parabolic up to the photon energy. Optical phonons, intervalley scattering and impurities add to them, and the exponent of each contribution depends on how its coupling varies with $q$ and, for phonons, also on their energy and occupation. For charged impurities the unscreened Coulomb coupling gives $|V_q|^2\propto q^{-4}\propto\omega^{-2}$ when $\omega\gg T$. The same count of powers then yields $\omega^{-7/2}$, that is $\lambda^{7/2}$. This count treats the Coulomb potential to lowest order (the Born approximation), and its corrections fall off only as the square root of the effective Rydberg energy over $\omega$. For the model above, with dielectric constant $n^2$, that energy is $m/(2n^4)\approx0.001$ hartree, and exact Coulomb states lower the exponent at 300 K to about 3.3 at 1.55 µm and 3.2 at 6 µm. Where such scattering-assisted transitions within one parabolic band dominate, a measured exponent reflects the mixture of scatterers, the ratio $\omega/T$ and the phonon occupation. Direct transitions between bands, which are important for holes, need no scatterer and have their own spectrum. A band that is not parabolic up to the photon energy changes the exponent as well.

## Calculated quantities

```
effective mass 0.3 m_e; deformation potential 0.3 hartree
elastic constant 0.005 hartree/bohr^3; sound speed 0.004 a.u.
refractive index 3.5; density 1.0e+17 cm^-3 = 1.4818e-08 bohr^-3
temperature 300 K; kT = 9.5004e-04 hartree
density / effective density of states: 0.0243
photon energy at 1.55 micron: 0.02940 hartree
photon momentum in medium: 7.508e-04 bohr^-1
speed needed for lone absorption: 39.15 a.u.
wavevector needed: 11.75 bohr^-1
kinetic energy needed: 229.9 hartree
thermal rms speed: 0.0975 a.u.
wavepacket test: k = 0.05 bohr^-1, peak A = 0.04 a.u., 20 cycles
barrier: height 0.03 hartree, Gaussian standard deviation 5 bohr
energy gain/photon energy, light only: -1.9e-15
energy gain/photon energy, barrier only: 2.1e-09
energy gain/photon energy, light and barrier: 0.0499
q = +0.0919 bohr^-1: transfer probability 0.2296, formula 0.2298
q = -0.1919 bohr^-1: transfer probability 0.2292, formula 0.2297
typical phonon wavevector at 1.55 micron: 0.1328 bohr^-1
its phonon energy / kT: 0.559
upper window scale T^2/(2 m c_s^2): 0.0940 hartree
absorption in cm^-1: asymptotic, closed formula, full phonons
 1.55 micron, w/kT  30.94: 0.02046, 0.02301, 0.02341
 3.00 micron, w/kT  15.99: 0.05509, 0.06869, 0.06906
 6.00 micron, w/kT   7.99: 0.15582, 0.23624, 0.23599
12.00 micron, w/kT   4.00: 0.44074, 0.91582, 0.91214
local wavelength exponent: closed formula, full phonons
 1.55 micron: 1.614, 1.589
 3.00 micron: 1.707, 1.694
 6.00 micron: 1.867, 1.861
12.00 micron: 2.028, 2.025
closed absorption at 1.55 micron: 1.2175e-10 bohr^-1
exponent at w/kT = 200, sound speed 1e-5 a.u.: 1.5186
predicted 3/2 + 15 kT/(4w): 1.5188
exponent at 1.55 micron and 3 K (frozen phonons): 0.9793
Boltzmann scattering rate at 300 K: 5.8658e-05 a.u.
photon energy / scattering rate at 12 micron: 64.7
closed/Drude absorption at w/kT = 0.001: 1.000000
```
